\section*{Safeguarded Newton solution of charge neutrality with multilevel defects}

\section{Scaling, exchange symmetry and the choice of unknown function}

Let $P$ and $M$ be the total concentrations of positive and negative charge in a uniform semiconductor, in units of $e$ per volume. The neutrality condition is $\rho=P-M=0$. If the band densities of states and all defect concentrations are multiplied by one common factor, $P$ and $M$ are multiplied by it too, and the Fermi energy that solves the condition does not move. The condition therefore concerns the dimensionless ratio $P/M$ alone. Exchanging electrons with holes, and reversing the signs of energies and defect charges, exchanges $P$ and $M$. A function of this ratio that changes sign under this exchange treats both charges alike and vanishes at $P/M=1$. The choice used here is
\begin{equation}
h(E_F)=\ln\frac{P(E_F)}{M(E_F)} .
\label{h}
\end{equation}
Symmetry does not single out the logarithm: $(P-M)/(P+M)=\tanh(h/2)$ has the same properties. That function saturates when one charge dominates, whereas $h$ is nearly linear in $E_F$ where an exponential carrier density dominates $P$ or $M$ and the other charge is constant or also exponential. This suits Newton's method.

\section{Model and populations}

Energies are measured from the valence-band edge and $E_g$ is the gap. Each defect species $d$ has a fixed total concentration $N_d$, shared among charge states $q$. ``Fixed population'' refers to this total; the fractions $w_q$ respond to $E_F$. Defects do not interact, and complexes, band tails and defect bands are left out. One Fermi level also presumes thermal equilibrium between all charge states and the bands. Under illumination or injection this fails, and deep levels in a wide gap with very few free carriers may reach equilibrium only slowly.

State $q$ has degeneracy $g_q$ and energy $U_q$ at $E_F=0$. It has given $q$ electrons to a reservoir at $E_F$, so its energy is $U_q+qE_F$. The free energy per defect is
\begin{equation}
\mathcal F=\sum_q w_q\left[U_q+qE_F+kT\ln\frac{w_q}{g_q}\right],
\qquad \sum_q w_q=1 .
\end{equation}
Adding $\lambda(\sum_q w_q-1)$ and differentiating with respect to $w_q$ gives
\begin{equation}
U_q+qE_F+kT\ln(w_q/g_q)+kT+\lambda=0 .
\end{equation}
Solving for $w_q$ and fixing $\lambda$ by normalization,
\begin{equation}
w_q=\frac{g_q e^{-(U_q+qE_F)/kT}}{Z},\qquad
Z=\sum_q g_q e^{-(U_q+qE_F)/kT}.
\label{w}
\end{equation}
The second derivatives $kT/w_q$ are positive, so this is the minimum. The transition level $\varepsilon(q/q{-}1)$ is the Fermi energy at which two neighbouring states have equal energy: $U_q+q\varepsilon=U_{q-1}+(q-1)\varepsilon$, hence $\varepsilon(q/q{-}1)=U_{q-1}-U_q$.

For parabolic bands,
\begin{align}
n&=N_c F\!\left(\frac{E_F-E_g}{kT}\right),\qquad
p=N_v F\!\left(-\frac{E_F}{kT}\right),\\
F(\eta)&=\frac{2}{\sqrt\pi}\int_0^\infty
\frac{\sqrt{\epsilon}\,d\epsilon}{1+e^{\epsilon-\eta}},\qquad
N_{c,v}=2\left(\frac{2\pi m_{e,h}kT}{h_{\rm P}^2}\right)^{3/2},
\end{align}
where $h_{\rm P}$ is Planck's constant and $m_{e,h}$ are the density-of-states masses, which account for anisotropy and for the number of equivalent valleys.

\section{Why there is one root}

From (\ref{w}), $\ln w_q=\ln g_q-(U_q+qE_F)/kT-\ln Z$. Differentiating $Z$ term by term gives $d\ln Z/dE_F=-\langle q\rangle/kT$, so
\begin{equation}
\frac{dw_q}{dE_F}=-\frac{w_q\,(q-\langle q\rangle)}{kT}.
\end{equation}
For any function $f(q)$, multiplication by $f(q)$ and summation give
\begin{equation}
\frac{d\langle f\rangle}{dE_F}
=-\frac{\langle qf\rangle-\langle q\rangle\langle f\rangle}{kT}
=-\frac{\mathrm{Cov}(q,f)}{kT}.
\label{cov}
\end{equation}
The choice $f=q$ yields the central result,
\begin{equation}
\frac{d\langle q\rangle}{dE_F}=-\frac{\mathrm{Var}(q)}{kT}\le 0 .
\label{var}
\end{equation}
No assumption about the order of the levels has entered. In a negative-$U$ defect, $\varepsilon(+/0)$ lies above $\varepsilon(0/-)$ and the neutral state is never the lowest. The charge then changes by two electrons around the mean of the two levels, but it still falls as $E_F$ rises. For a single-level donor with ionized fraction $f_+$, (\ref{var}) reduces to $-f_+(1-f_+)/kT$.

The total charge is $\rho=p-n+\sum_dN_d\langle q\rangle_d$. The integrand of $F$ increases with $\eta$ at every $\epsilon>0$, so $n$ rises strictly and $p$ falls strictly. Carriers thus make $\rho$ strictly decreasing even where the defect charge is flat, and two roots are impossible. A root exists because the defect charge is bounded by $\sum_dN_d\max|q|$, while $p\to\infty$ as $E_F\to-\infty$ and $n\to\infty$ as $E_F\to+\infty$. Continuity supplies the crossing.

The proof uses $dN_d/dE_F=0$ and $dU_q/dE_F=0$. If total concentrations vary with $E_F$, the slope gains $\sum_d\langle q\rangle_d\,dN_d/dE_F$. If defects interact, $U_q$ depends on the populations. Equation (\ref{var}) does not fix the sign of either extra contribution. One common case is safe: if non-interacting dilute defects form in equilibrium at the same temperature, $N_d\propto Z$, and $d\ln Z/dE_F=-\langle q\rangle/kT$ makes the first extra term $-\sum_dN_d\langle q\rangle_d^2/kT\le0$, so $\rho$ still falls.

\section{The logarithmic form and its slope}

Write $q=q^+-q^-$ with $q^+=\max(q,0)$ and $q^-=\max(-q,0)$. Then
\begin{equation}
P=p+\sum_dN_d\langle q^+\rangle_d,\qquad
M=n+\sum_dN_d\langle q^-\rangle_d .
\end{equation}
Expanding the product and using $\sum_i w_i=1$ proves the pair identity
\begin{align}
\frac12\sum_{ij}w_iw_j(q_i-q_j)(f_i-f_j)
&=\frac12\left(2\langle qf\rangle-2\langle q\rangle\langle f\rangle\right)\nonumber\\
&=\mathrm{Cov}(q,f).
\label{pair}
\end{align}
Since $q^+$ never decreases with $q$, every term is non-negative for $f=q^+$. Since $q^-$ never increases with $q$, every term is non-positive for $f=q^-$. With (\ref{cov}), $P'<0$ and $M'>0$, the strictness again coming from $p'$ and $n'$. Both $P$ and $M$ are positive, so
\begin{equation}
h'=\frac{P'}{P}-\frac{M'}{M}<0 ,
\end{equation}
and $h$ has the sign and the root of $\rho$.

The undoped, nondegenerate limit shows what the logarithm gains. There $P=N_ve^{-E_F/kT}$ and $M=N_ce^{(E_F-E_g)/kT}$, hence
\begin{equation}
h=\ln\frac{N_v}{N_c}+\frac{E_g-2E_F}{kT}.
\end{equation}
This is a straight line, and one Newton step reaches the root $E_i$. At $E_F=E_i+y\,kT$ the charge itself is $\rho=-2n_i\sinh y$, where $n_i$ is the common carrier density at the root. Its slope is $\rho'=-(2n_i/kT)\cosh y$, so the Newton step is
\begin{equation}
-\frac{\rho}{\rho'}=-kT\tanh y .
\end{equation}
Far from the root this form advances by about one $kT$ per step. The computed steps at $y=20$ are $-1.000\,kT$ for $\rho$ and $-20.000\,kT$ for $h$.

The logarithm does not help on a plateau, where dopant charges are saturated and carriers are scarce. $P$ and $M$ are then nearly constant, $h'$ is nearly zero, and $-h/h'$ may point far outside the gap. This is why a safeguard is needed.

\section{Algorithm}

The bracket $[a,b]$ keeps $h(a)>0\ge h(b)$. The tolerance $\delta$ is an energy.

\begin{verbatim}
a = 0;  b = Eg
while h(a) <= 0:  a = a - 10 kT
while h(b) >= 0:  b = b + 10 kT
x = (a+b)/2;  last = (b-a)/2
repeat:
    evaluate h(x), h'(x)
    if h(x) > 0:  a = x   else:  b = x
    if b-a <= delta:
        x = (a+b)/2
        return x, certified(x)
    s = -h(x)/h'(x)  if h'(x) < 0  else infinity
    ok = (a <= x+s <= b) and (|s| <= last/2)
    if ok and |s| <= delta/2:
        if certified(x+s):  return x+s, true
        ok = false
    if ok:  x = x+s;  last = |s|
    else:   last = (b-a)/2;  x = (a+b)/2

certified(y):  h(y-delta) > 0 > h(y+delta)
\end{verbatim}

A short Newton step alone does not bound the error. In exact arithmetic the two signs in \texttt{certified} do: because $h$ is monotonic, they place the root within $\delta$ of $y$. In rounded arithmetic this holds only if both computed signs are correct. The widening loops end because of the limits used in the existence proof.

\subsection{Worst-case count}

Let $W>\delta$ be the width of the bracket after widening, and $B=\lceil\log_2(W/\delta)\rceil$. Each visited midpoint halves the bracket, and Newton points can shrink it further. After $B$ midpoints the width is at most $\delta$, so there are at most $B$ midpoints. After a midpoint, \texttt{last} is at most $W/2$, and each accepted step at least halves it. The $j$th Newton move of a run thus has length at most $W/2^{j+1}$. A move that does not end the search is longer than $\delta/2$, which requires $2^j<W/\delta$, or $j\le B-1$. In exact arithmetic the number of visited points is therefore at most
\begin{equation}
B\,[1+(B-1)]=B^2 .
\end{equation}
The bracket ends, any widening, and two evaluations per certificate are extra. This bound guarantees termination; it does not estimate the usual cost.

\subsection{Local convergence}

Let $e=x-x_*$ be the error, with derivatives taken at the root $x_*$. Then $h(x)=h'e+\frac12h''e^2+O(e^3)$ and $h'(x)=h'+h''e+O(e^2)$, so
\begin{align}
e_{\rm new}&=e-\frac{h(x)}{h'(x)}
=e-e\left(1+\frac{h''}{2h'}e\right)\left(1-\frac{h''}{h'}e\right)+O(e^3)\nonumber\\
&=\frac{h''}{2h'}\,e^2+O(e^3).
\label{quad}
\end{align}

\subsection{Cost and numerical stability}

One evaluation needs two carrier integrals and, for a defect with $S$ states, $O(S^2)$ pair terms. The pair sum costs more than subtracting averages, but for $q^+$ and $q^-$ all its terms have one sign, so small slopes on plateaus survive rounding. For the defect averages $\langle q\rangle$, $\langle q^+\rangle$ and $\langle q^-\rangle$, the largest relative slope error found against high-precision numerical derivatives was $2\times10^{-14}$.

In (\ref{w}) the largest exponent should be subtracted before exponentiation. The substitution $\epsilon=u^2$ removes the square-root endpoint,
\begin{equation}
F(\eta)=\frac{4}{\sqrt\pi}\int_0^\infty\frac{u^2\,du}{1+e^{u^2-\eta}},
\end{equation}
and differentiating the same quadrature sum keeps value and slope consistent.

In 60 random mixtures, with $\delta=10^{-9}$ eV, the logarithmic form visited 6.1 points on average and at most 10. Newton on $\rho$ with the same safeguards averaged 9.2 and needed at most 15. The mean bisection count $B$ was 32.4. The largest counts belong to this sample and are not bounds, and the logarithmic form is faster on average, not in every mixture. In each mixture, separately integrated carrier densities and explicit state sums confirmed the sign change between points $10^{-7}$ eV either side of the root.

\section{Worked example}

Take a model with $E_g=3.4$ eV, $T=300$ K, $kT=0.025852$ eV and $N_c=2.24\times10^{18}$ cm$^{-3}$. It contains four defects:
\begin{itemize}
\item a shallow donor, $5.5\times10^{16}$ cm$^{-3}$, level 3.35 eV;
\item an amphoteric trap, $2\times10^{16}$ cm$^{-3}$, with $(+/0)$ at 0.5 eV and $(0/-)$ at 1.0 eV;
\item a double acceptor, $2\times10^{16}$ cm$^{-3}$, with $(0/-)$ at 2.0 eV and $(-/2-)$ at 2.6 eV;
\item a negative-$U$ defect, $1\times10^{16}$ cm$^{-3}$, with $(+/0)$ at 2.2 eV and $(0/-)$ at 1.8 eV.
\end{itemize}
States with one unpaired electron have $g=2$, the others $g=1$.

Suppose $E_F$ lies near 2.6 eV. The donors are then ionized, the trap and the negative-$U$ defect have charge $-1$, and a fraction $f$ of the double acceptors has charge $-2$, the rest $-1$. In units of $10^{16}$ cm$^{-3}$, neutrality reads
\begin{equation}
5.5-2-1-2(1+f)=0\quad\Rightarrow\quad f=\tfrac14 .
\end{equation}
By (\ref{w}), $f/(1-f)=(g_{-2}/g_{-1})\,e^{(E_F-\varepsilon)/kT}$ with $\varepsilon=2.6$ eV, so
\begin{equation}
E_F=\varepsilon+kT\ln\!\left(\frac{g_{-1}}{g_{-2}}\frac{f}{1-f}\right)
=2.6+0.025852\ln\tfrac23=2.5895\ \text{eV}.
\label{hand}
\end{equation}
The solver gives the same value, with $n=5.4\times10^4$ cm$^{-3}$, so neglecting carriers was justified.

The search starts at 1.7 eV, where $P=6.5$ and $M=2$ in the same units, so $h=\ln3.25=1.18$. An unsafeguarded Newton step on $\rho$ from there would be $3.2\times10^3$ eV long. The logarithmic step is refused as well, and the search bisects to 2.55 eV. Four Newton points follow: 2.62254, 2.59025, 2.589522 and 2.589518 eV.

The convergence constant can be found by hand. Near the root $P$ is constant, and only the double acceptor changes $M$:
\begin{align}
\frac{M'}{M}&=\frac{2f(1-f)}{5.5\,kT}=\frac{0.06818}{kT},\\
\frac{M''}{M}&=\frac{2f(1-f)(1-2f)}{5.5\,(kT)^2}=\frac{0.03409}{(kT)^2}.
\end{align}
With $h'=-M'/M$ and $h''=-M''/M+(M'/M)^2=-0.02944/(kT)^2$, the coefficient in (\ref{quad}) is $0.2159/kT=8.35$ eV$^{-1}$. A single step from a small finite offset gave 8.33 eV$^{-1}$. The difference is 0.3\% of the predicted value; a finite offset retains the $O(e^3)$ term that the prediction drops.

\subsection{Crossing the compensation threshold}

The three compensating species can hold at most $2+1+2\times2=7$ units of negative charge. With $6.5\times10^{16}$ cm$^{-3}$ donors, $f=3/4$ and $E_F=2.646$ eV, giving $n=4.9\times10^5$ cm$^{-3}$. With $7.5\times10^{16}$ cm$^{-3}$, the capacity is exceeded, $E_F$ rises to 3.232 eV and $n=3.4\times10^{15}$ cm$^{-3}$. A 15\% increase in donors has raised $n$ by a factor of $7\times10^9$. The excess of donors over capacity is $5\times10^{15}$ cm$^{-3}$; the part not found in $n$, about $1.6\times10^{15}$ cm$^{-3}$, is electrons on neutral donors.

With $4.5\times10^{16}$ cm$^{-3}$ donors the one-level shortcut fails. If the negative-$U$ defect were fully negative, the double acceptor would have mean charge $-0.75$ and $E_F$ would be $2.0+kT\ln(3/2)=2.010$ eV. The negative-$U$ defect, however, changes from $+1$ to $-1$ around $(2.2+1.8)/2=2.0$ eV, so both species are partly converted. The full solution is 2.028 eV.

\subsection{Higher temperature}

For the original doping, with gap and levels held fixed, (\ref{hand}) predicts 2.5738 eV at 750 K, and the solver gives 2.5734 eV. Free electrons, now $n=2.5\times10^{13}$ cm$^{-3}$, are the main cause of this shift. They replace charge on the double acceptor, of concentration $N_B$, so to first order
\begin{equation}
\Delta E_F\simeq-\frac{n\,kT}{N_Bf(1-f)}=-0.43\ \text{meV},
\end{equation}
compared with the computed $-0.41$ meV.

\section{Failure modes}

\subsection{A unique root that rounding hides}

Uniqueness does not make a root resolvable. If $h$ carries a rounding error of size $\eta_r$, the root cannot be located within the range where $|h|<\eta_r$. If $h$ is nearly linear there, the range extends about $\eta_r/|h'|$ to either side of the root. On a flat plateau the range can be so wide that $h$ curves within it; this linear estimate then fails, and the condition $|h|<\eta_r$ itself must be used. An extreme case is equal concentrations $N$ of a shallow donor and a shallow acceptor, with binding energies $b_D,b_A$ and neutral-state degeneracies $g_D,g_A$; the ionized states have $g=1$. Deep in the gap few dopants are neutral, and their fractions are $g_De^{(E_F-E_g+b_D)/kT}$ and $g_Ae^{(b_A-E_F)/kT}$. The two ionized charges $N$ cancel algebraically, leaving
\begin{align}
\rho\simeq{}&e^{-E_F/kT}\left[N_v+Ng_Ae^{b_A/kT}\right]\nonumber\\
&-e^{(E_F-E_g)/kT}\left[N_c+Ng_De^{b_D/kT}\right].
\end{align}
Equating the two terms and taking the logarithm,
\begin{equation}
E_F=\frac{E_g}{2}+\frac{kT}{2}\ln
\frac{N_v+Ng_Ae^{b_A/kT}}{N_c+Ng_De^{b_D/kT}} .
\end{equation}

Take the gap, temperature and $N_c$ of the worked example, with $N_v=2.51\times10^{19}$ cm$^{-3}$. For $N=10^{16}$ cm$^{-3}$, $b_D=0.05$ eV, $b_A=0.10$ eV, $g_D=2$ and $g_A=4$, the formula gives 1.7314 eV, in agreement with a 60-digit solution. In double precision, $h$ rounds to zero at both 1.2 and 2.2 eV: the remaining charge is too small to alter sums of order $10^{16}$ cm$^{-3}$. Here the certificate fails and the returned flag is false. This warning is not guaranteed. With several dopants, the sums $P$ and $M$ can round differently, and the false difference may produce a certified sign change hundreds of meV from the true root. The flag can be trusted only if $|h|$ exceeds its rounding error at both test points. The remedy is to cancel the ionized charges before evaluation, as above, or to use more digits. A smaller $\delta$ does not help. These remedies solve the ideal equation; they do not make its root a prediction for a real sample, whose concentrations are never known to be exactly equal. In this example, a donor excess of one part in $10^{10}$ would already move $E_F$ to 2.66 eV.

\subsection{Underflow}

Double-precision exponentials underflow when their arguments fall below about $-700$. For a 3.4 eV gap this threatens the bracket ends once $kT$ is below about 5 meV. If $P$ or $M$ then becomes zero, $h$ is undefined. In that case one keeps the logarithm $\ell_i$ of each contribution to $P$ and uses $\ln P=\ell_{\max}+\ln\sum_i e^{\ell_i-\ell_{\max}}$, where $\ell_{\max}$ is the largest $\ell_i$; $\ln M$ is found in the same way, and $h=\ln P-\ln M$.

The full iteration trace and sweeps are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Gap 3.40 eV; T 300 K; kT 0.025852 eV
Band masses: electron 0.2, hole 1.0 m_e
Nc 2.2445e+18 cm^-3; Nv 2.5094e+19 cm^-3
shallow donor: N 5.50e+16 cm^-3; q +1,+0; levels 3.35 eV; g 1,2
amphoteric trap: N 2.00e+16 cm^-3; q +1,+0,-1; levels 0.50, 1.00 eV; g 1,2,1
double acceptor: N 2.00e+16 cm^-3; q +0,-1,-2; levels 2.00, 2.60 eV; g 1,2,1
negative-U: N 1.00e+16 cm^-3; q +1,+0,-1; levels 2.20, 1.80 eV; g 1,2,1
Unsafeguarded charge-Newton step from midgap: 3.1867e+03 eV
Trace: point, Fermi energy (eV), log ratio, how reached
   1  1.7000000000  +1.1786e+00  midpoint
   2  2.5500000000  +6.8705e-02  midpoint
   3  2.6225410351  -1.0176e-01  Newton
   4  2.5902466569  -1.9336e-03  Newton
   5  2.5895222556  -1.1445e-05  Newton
   6  2.5895179163  -4.1474e-10  Newton
Fermi energy: solver 2.589517916 eV; hand formula 2.589517916 eV
Double-acceptor fraction in charge -2: 0.2500
Mean charge, shallow donor: +1.000000 e
Mean charge, amphoteric trap: -1.000000 e
Mean charge, double acceptor: -1.250000 e
Mean charge, negative-U: -1.000000 e
n 5.4402e+04 cm^-3; p 7.8992e-25 cm^-3
Positive 5.500000e+16, negative 5.500000e+16 e cm^-3
Newton error ratio: measured 8.3269, predicted 8.3517 eV^-1
Donors 4.5e+16 cm^-3: E_F 2.027808 eV, n 1.9921e-05 cm^-3
Donors 5.5e+16 cm^-3: E_F 2.589518 eV, n 5.4402e+04 cm^-3
Donors 6.5e+16 cm^-3: E_F 2.646321 eV, n 4.8962e+05 cm^-3
Donors 7.5e+16 cm^-3: E_F 3.232483 eV, n 3.4413e+15 cm^-3
T 450 K: E_F 2.584277 eV, n 3.0169e+09 cm^-3
T 600 K: E_F 2.579026 eV, n 8.0683e+11 cm^-3
T 750 K: E_F 2.573381 eV, n 2.4740e+13 cm^-3
Equal doping 1.0e+16 cm^-3: donor level 3.35 eV (neutral g 2), acceptor level 0.10 eV (neutral g 4)
Rounded log ratio at 1.2 eV 0.0e+00, at 2.2 eV 0.0e+00
Equal-doping root: 60-digit 1.731382407 eV, formula 1.731382407 eV
Wall steps: charge form -1.000000 kT, log form -20.000000 kT
Random mixtures tested: 60; certified error 1e-09 eV
Mean visited points: log 6.08, charge 9.18, bisection 32.43
Largest visited points: log 10, charge 15
Largest relative slope error: 2.2e-14
\end{verbatim}
